**Thickness period of the ellipsometric angles for silica on silicon**

For a lossless isotropic film of index $n_1$ on a fixed substrate, $\Psi$ and $\Delta$ repeat with thickness period $D=\lambda/(2\sqrt{n_1^2-\sin^2\varphi})$, where $\lambda$ is the vacuum wavelength and $\varphi$ the angle of incidence. The program propagates Maxwell's tangential fields through the layers by matrix exponentials and asserts that the multiple-reflection formula agrees with them. It asserts that a search for the first return of the field solution, over shifts from 20 to 420 nm, finds the period given by the formula; both print as 284.155 nm. It inverts the reading of a 400 nm film and asserts that all candidates below 1000 nm give the same angles at 70°. At 720 thicknesses in one period it asserts that the second root of the inversion stays off the unit circle; its smallest modulus is 2.822. Further assertions show that a second angle of 60° separates the candidates, that a fixed interface layer keeps the period, and that birefringence and strong absorption break it. The output also lists the sizes of these effects and the changes of the period caused by errors in index and angle.

## Numerical check

```python
"""
Result under test: for a lossless isotropic film on a fixed substrate,
the ellipsometric angles Psi and Delta repeat with film thickness period
    D = wavelength / (2 sqrt(n_film^2 - sin(angle)^2)),
so one measured pair leaves the thicknesses d_base + m D (m = 0, 1, 2, ...).
Symbols: rho = r_p/r_s = tan(Psi) exp(i Delta); time factor exp(+i w t);
complex index N = n - i k; X = exp(-4 pi i q d / wavelength) is the
round-trip phase factor of the film, q = sqrt(N^2 - sin(angle)^2).
Reference road: Maxwell's equations for the tangential fields, propagated
through each layer by a matrix exponential.
Lengths are in nm, angles in degrees.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

WAVELENGTH = 632.8
N_FILM = 1.457
N_SILICON = 3.88 - 0.02j      # rough typical value
ANGLE = 70.0
SECOND_ANGLE = 60.0
TRUE_THICKNESS = 400.0
MAX_THICKNESS = 1000.0


def field_reflection(pol, angle, layers):
    """Reflection from Maxwell's equations; layers run from top to bottom.
    Each layer is (in-plane permittivity, normal permittivity, thickness)."""
    s2 = np.sin(np.radians(angle))**2
    eps_sub = N_SILICON**2
    q_sub = np.sqrt(eps_sub - s2)
    q_air = np.cos(np.radians(angle))
    flux = -1j * q_sub if pol == "s" else -1j * q_sub / eps_sub
    state = np.array([1.0 + 0j, flux])
    for eps_in, eps_normal, thickness in reversed(layers):
        if pol == "s":
            system = np.array([[0, 1], [-(eps_in - s2), 0]], dtype=complex)
        else:
            system = np.array([[0, eps_in], [-(1 - s2 / eps_normal), 0]],
                              dtype=complex)
        state = expm(-system * 2 * np.pi * thickness / WAVELENGTH) @ state
    ratio = 1j * state[1] / (state[0] * q_air)
    return (1 - ratio) / (1 + ratio)


def film(thickness, index=N_FILM, birefringence=0.0):
    return [(index**2, (index + birefringence)**2, thickness)]


def field_rho(angle, layers):
    return (field_reflection("p", angle, layers)
            / field_reflection("s", angle, layers))


def psi_delta(angle, layers, half_spread=0.0):
    """Psi and Delta; a beam spread averages intensities and correlation."""
    if half_spread > 0:
        nodes, weights = np.polynomial.legendre.leggauss(7)
    else:
        nodes, weights = np.array([0.0]), np.array([2.0])
    p_power = s_power = 0.0
    correlation = 0j
    for node, weight in zip(nodes, weights):
        r_p = field_reflection("p", angle + half_spread * node, layers)
        r_s = field_reflection("s", angle + half_spread * node, layers)
        p_power += weight * abs(r_p)**2
        s_power += weight * abs(r_s)**2
        correlation += weight * r_p * np.conj(r_s)
    psi = np.degrees(np.arctan(np.sqrt(p_power / s_power)))
    return np.array([psi, np.degrees(np.angle(correlation)) % 360])


def mismatch(first, second):
    d_psi = first[0] - second[0]
    d_delta = (first[1] - second[1] + 180) % 360 - 180
    return np.hypot(d_psi, d_delta)


def refit(target, model, centre, half_range=6.0):
    """Thickness near centre that best reproduces target, and its misfit."""
    fit = minimize_scalar(lambda d: mismatch(model(d), target)**2,
                          bounds=(centre - half_range, centre + half_range),
                          method="bounded", options={"xatol": 1e-7})
    return fit.x, np.sqrt(fit.fun)


def period_formula(angle, index=N_FILM):
    return WAVELENGTH / (2 * np.sqrt(index**2 - np.sin(np.radians(angle))**2))


def interface_coefficients(pol, angle):
    s2 = np.sin(np.radians(angle))**2
    eps = np.array([1.0, N_FILM**2, N_SILICON**2], dtype=complex)
    y = np.sqrt(eps - s2)
    if pol == "p":
        y = y / eps
    return (y[0] - y[1]) / (y[0] + y[1]), (y[1] - y[2]) / (y[1] + y[2])


def summed_reflection(pol, angle, thickness):
    top, bottom = interface_coefficients(pol, angle)
    q_film = np.sqrt(N_FILM**2 - np.sin(np.radians(angle))**2)
    x = np.exp(-4j * np.pi * q_film * thickness / WAVELENGTH)
    return (top + bottom * x) / (1 + top * bottom * x)


def phase_factor_roots(rho, angle):
    """Both X that reproduce rho; the first returned is nearest |X| = 1."""
    a_p, b_p = interface_coefficients("p", angle)
    a_s, b_s = interface_coefficients("s", angle)
    roots = np.roots([b_p * b_s * (rho * a_p - a_s),
                      rho * (b_s + a_p * a_s * b_p) - (b_p + a_p * a_s * b_s),
                      rho * a_s - a_p])
    return sorted(roots, key=lambda x: abs(abs(x) - 1))


# Multiple-reflection formula against the propagated Maxwell fields
formula_error = max(abs(summed_reflection(pol, angle, d)
                        - field_reflection(pol, angle, film(d)))
                    for pol in "sp" for angle in (45.0, 60.0, 70.0, 80.0)
                    for d in (0.0, 37.0, 400.0, 1234.0))
assert formula_error < 1e-10

# Period found by searching the field solution for its first return
period = period_formula(ANGLE)
rho_true = field_rho(ANGLE, film(TRUE_THICKNESS))


def return_distance(shift):
    return abs(field_rho(ANGLE, film(TRUE_THICKNESS + shift)) - rho_true)**2


shifts = np.arange(20.0, 421.0)
coarse = shifts[np.argmin([return_distance(shift) for shift in shifts])]
period_search = minimize_scalar(return_distance, method="bounded",
                                bounds=(coarse - 1.5, coarse + 1.5),
                                options={"xatol": 1e-8}).x
assert abs(period_search - period) < 1e-3

# Inversion of the field-computed rho, then check of every candidate
x_film, x_other = phase_factor_roots(rho_true, ANGLE)
assert abs(abs(x_film) - 1) < 1e-9
base = period * ((-np.angle(x_film)) % (2 * np.pi)) / (2 * np.pi)
candidates = np.arange(base, MAX_THICKNESS, period)
assert min(abs(candidates - TRUE_THICKNESS)) < 1e-6
angles_true = psi_delta(ANGLE, film(TRUE_THICKNESS))
order_spread = max(mismatch(psi_delta(ANGLE, film(d)), angles_true)
                   for d in candidates)
assert order_spread < 1e-7

# Uniqueness inside one period: the other root must stay off |X| = 1
other_moduli = []
for d in np.linspace(0, period, 721)[:-1]:
    roots = phase_factor_roots(field_rho(ANGLE, film(d)), ANGLE)
    assert abs(abs(roots[0]) - 1) < 1e-7
    other_moduli.append(abs(roots[1]))
assert min(other_moduli) > 1.2

# A second angle of incidence separates the candidates
second_true = psi_delta(SECOND_ANGLE, film(TRUE_THICKNESS))
second_gaps = [mismatch(psi_delta(SECOND_ANGLE, film(d)), second_true)
               for d in candidates]
smallest_gap = min(gap for gap, d in zip(second_gaps, candidates)
                   if abs(d - TRUE_THICKNESS) > 1)
assert smallest_gap > 1.0

# A fixed interface layer keeps the period but biases the thickness
INTERFACE = [(2.5**2, 2.5**2, 1.0)]
with_interface = psi_delta(ANGLE, film(TRUE_THICKNESS) + INTERFACE)
interface_repeat = mismatch(
    with_interface, psi_delta(ANGLE, film(TRUE_THICKNESS + period) + INTERFACE))
assert interface_repeat < 1e-7
biased, bias_misfit = refit(with_interface,
                            lambda d: psi_delta(ANGLE, film(d)), TRUE_THICKNESS)

# Effects that break exact repetition, after refitting the lower candidate
lower = TRUE_THICKNESS - period


def broken_repeat(model):
    return refit(model(TRUE_THICKNESS), model, lower)[1]


ideal_residual = broken_repeat(lambda d: psi_delta(ANGLE, film(d)))
birefringent_residual = max(
    broken_repeat(lambda d, b=b: psi_delta(ANGLE, film(d, birefringence=b)))
    for b in (-1e-3, 1e-3))
spread_residual = broken_repeat(lambda d: psi_delta(ANGLE, film(d), 0.1))
weak_loss_residual = broken_repeat(
    lambda d: psi_delta(ANGLE, film(d, N_FILM - 1e-6j)))
strong_loss_residual = broken_repeat(
    lambda d: psi_delta(ANGLE, film(d, N_FILM - 0.1j)))
assert ideal_residual < 1e-4
assert birefringent_residual > 1e-3
assert strong_loss_residual > 1.0

rounded_shift = mismatch(psi_delta(ANGLE, film(TRUE_THICKNESS + 284.0)),
                         angles_true)

print(f"wavelength: {WAVELENGTH:.1f} nm; film index: {N_FILM:.3f}")
print(f"silicon index n, k (rough): {N_SILICON.real:.2f}, {-N_SILICON.imag:.2f}")
print(f"incidence angle: {ANGLE:.1f} deg")
print(f"sin^2 of incidence angle: {np.sin(np.radians(ANGLE))**2:.6f}")
print(f"film index squared: {N_FILM**2:.6f}")
print(f"q in film: {np.sqrt(N_FILM**2 - np.sin(np.radians(ANGLE))**2):.6f}")
print(f"period from formula: {period:.3f} nm")
print(f"period from field search: {period_search:.3f} nm")
print(f"largest formula-field difference in r: {formula_error:.1e}")
for pol in "ps":
    top, bottom = interface_coefficients(pol, ANGLE)
    print(f"{pol}: r01 = {top.real:.4f}, r12 = {bottom.real:.4f}"
          f" {bottom.imag:+.4f}i")
print(f"true thickness: {TRUE_THICKNESS:.1f} nm")
print(f"rho at 70 deg: {rho_true.real:.4f} {rho_true.imag:+.4f}i")
print(f"Psi, Delta at 70 deg: {angles_true[0]:.3f}, {angles_true[1]:.3f} deg")
print(f"film root X: {x_film.real:.4f} {x_film.imag:+.4f}i")
print(f"film root modulus: {abs(x_film):.6f}")
print(f"-arg X mod 360: {np.degrees(-np.angle(x_film)) % 360:.2f} deg")
print(f"other root modulus: {abs(x_other):.3f}")
print(f"smallest other-root modulus in one period: {min(other_moduli):.3f}")
print(f"base thickness: {base:.2f} nm")
for order, d in enumerate(candidates):
    at_first = psi_delta(ANGLE, film(d))
    at_second = psi_delta(SECOND_ANGLE, film(d))
    print(f"m={order}: d = {d:.2f} nm")
    print(f"  70 deg: Psi {at_first[0]:.3f}, Delta {at_first[1]:.3f} deg")
    print(f"  60 deg: Psi {at_second[0]:.3f}, Delta {at_second[1]:.3f} deg")
print(f"largest 70 deg mismatch among orders: {order_spread:.1e} deg")
print(f"period at 60 deg: {period_formula(SECOND_ANGLE):.3f} nm")
print(f"smallest 60 deg mismatch of a wrong order: {smallest_gap:.2f} deg")
print(f"mismatch for a shift of exactly 284 nm: {rounded_shift:.3f} deg")
print("period change, index +0.002: "
      f"{period_formula(ANGLE, N_FILM + 0.002) - period:.3f} nm")
print("period change, angle +0.05 deg: "
      f"{period_formula(ANGLE + 0.05) - period:.3f} nm")
print("Residual mismatch of lower order after thickness refit:")
print(f"  birefringence 0.001: {birefringent_residual:.3f} deg")
print(f"  beam half-spread 0.1 deg: {spread_residual:.1e} deg")
print(f"  film extinction k = 1e-6: {weak_loss_residual:.1e} deg")
print(f"  film extinction k = 0.1 (contrast): {strong_loss_residual:.2f} deg")
print("Interface layer, 1 nm of index 2.5:")
print(f"  mismatch after one period: {interface_repeat:.1e} deg")
print(f"  thickness bias if ignored: {biased - TRUE_THICKNESS:.2f} nm")
print(f"  misfit left by ignoring it: {bias_misfit:.3f} deg")
print("every check passed")
```

It prints:

```
wavelength: 632.8 nm; film index: 1.457
silicon index n, k (rough): 3.88, 0.02
incidence angle: 70.0 deg
sin^2 of incidence angle: 0.883022
film index squared: 2.122849
q in film: 1.113475
period from formula: 284.155 nm
period from field search: 284.155 nm
largest formula-field difference in r: 1.6e-15
p: r01 = -0.2106, r12 = 0.3543 -0.0021i
s: r01 = -0.5300, r12 = -0.5435 +0.0019i
true thickness: 400.0 nm
rho at 70 deg: 0.1632 +1.2854i
Psi, Delta at 70 deg: 52.340, 82.766 deg
film root X: -0.8364 -0.5481i
film root modulus: 1.000000
-arg X mod 360: 146.76 deg
other root modulus: 6.367
smallest other-root modulus in one period: 2.822
base thickness: 115.84 nm
m=0: d = 115.84 nm
  70 deg: Psi 52.340, Delta 82.766 deg
  60 deg: Psi 54.723, Delta 123.781 deg
m=1: d = 400.00 nm
  70 deg: Psi 52.340, Delta 82.766 deg
  60 deg: Psi 67.559, Delta 157.607 deg
m=2: d = 684.16 nm
  70 deg: Psi 52.340, Delta 82.766 deg
  60 deg: Psi 64.226, Delta 217.284 deg
m=3: d = 968.31 nm
  70 deg: Psi 52.340, Delta 82.766 deg
  60 deg: Psi 50.809, Delta 240.171 deg
largest 70 deg mismatch among orders: 1.9e-13 deg
period at 60 deg: 270.038 nm
smallest 60 deg mismatch of a wrong order: 36.18 deg
mismatch for a shift of exactly 284 nm: 0.154 deg
period change, index +0.002: -0.666 nm
period change, angle +0.05 deg: 0.064 nm
Residual mismatch of lower order after thickness refit:
  birefringence 0.001: 0.099 deg
  beam half-spread 0.1 deg: 2.5e-04 deg
  film extinction k = 1e-6: 6.2e-04 deg
  film extinction k = 0.1 (contrast): 30.73 deg
Interface layer, 1 nm of index 2.5:
  mismatch after one period: 2.2e-13 deg
  thickness bias if ignored: 0.61 nm
  misfit left by ignoring it: 0.274 deg
every check passed
```
